\section*{Aluminium Spikes in Silicon: Uniform and Localised Dissolution at a Contact}

\section{The problem}

An aluminium film of thickness $h=1000$ nm lies directly on silicon in a square contact window of side $L=2000$ nm. During an anneal of $1800$ s at $723$ K, solid aluminium dissolves silicon until silicon makes up a weight fraction $w=0.005$ of the solution. The film is free of silicon at the start. A p--n junction lies $x_j=300$ nm below the silicon surface.

(a) By how much does the silicon surface recede if it dissolves evenly over the contact?

(b) How deep are the pits if the same silicon is taken from one percent of the contact area?

(c) For which attacked area fractions is the junction reached?

Two assumptions define the basic model. The reservoir is closed: silicon from the contact loads the aluminium above the contact and no other metal. The anneal is also long enough to saturate that aluminium. Both are examined below. The film thickness is the thickness before the anneal, and aluminium fills the space that the silicon leaves.

\section{First estimate by scaling}

Aluminium and silicon have similar densities, so a small weight fraction is roughly a volume fraction. A film of thickness $h$ then holds a silicon layer of thickness
\begin{equation}
d\sim wh=0.005\times1000\ \text{nm}=5\ \text{nm}.
\end{equation}
The film fixes the amount of silicon removed, wherever the silicon comes from. If the attacked area shrinks by a factor $f=0.01$, the depth must grow by $1/f$:
\begin{equation}
\frac{d}{f}\sim\frac{5\ \text{nm}}{0.01}=500\ \text{nm}.
\end{equation}
The even recession is far smaller than the junction depth, while the localised one exceeds it. The estimate leaves open the effect of the densities, the meaning of ``depth'' for a pit of arbitrary shape, and the validity of the closed reservoir.

\section{Exact solution of the closed-reservoir model}

\subsection{Even recession}

Let $m_{\rm Al}$ and $m_{\rm Si}$ be the masses of aluminium and dissolved silicon above the contact. The weight fraction refers to the finished solution:
\begin{equation}
w=\frac{m_{\rm Si}}{m_{\rm Si}+m_{\rm Al}} .
\end{equation}
Multiplying by the denominator and collecting the silicon terms gives $m_{\rm Si}(1-w)=w\,m_{\rm Al}$, so
\begin{equation}
m_{\rm Si}=Y\,m_{\rm Al},\qquad Y=\frac{w}{1-w}.
\end{equation}
For a contact area $A$, the aluminium mass is $m_{\rm Al}=\rho_{\rm Al}Ah$. The silicon came from a layer of mean thickness $d$, so $m_{\rm Si}=\rho_{\rm Si}Ad$. Inserting both and cancelling $A$ gives
\begin{equation}
d=Y\,\frac{\rho_{\rm Al}}{\rho_{\rm Si}}\,h .
\label{eq:d}
\end{equation}

The densities follow from the crystal structures. A cubic cell of edge $a$ with $n$ atoms of molar mass $M$ has density $\rho=nM/(N_{\rm A}a^3)$, where $N_{\rm A}$ is Avogadro's constant. The cell holds four atoms in aluminium and eight in silicon. In the ratio $N_{\rm A}$ cancels:
\begin{equation}
\frac{\rho_{\rm Al}}{\rho_{\rm Si}}
=\frac{4}{8}\,\frac{M_{\rm Al}}{M_{\rm Si}}
\left(\frac{a_{\rm Si}}{a_{\rm Al}}\right)^3
=\frac12\,\frac{26.98}{28.09}\left(\frac{0.5431}{0.4050}\right)^3
=1.158 .
\end{equation}
With $Y=0.005/0.995=0.005025$,
\begin{equation}
d=0.005025\times1.158\times1000\ \text{nm}=5.82\ \text{nm}.
\end{equation}
This answers (a): about 6 nm.

A count of atomic layers tests the result without using densities. Silicon (001) layers, $0.1358$ nm apart, are moved one at a time into the aluminium until one more would exceed the weight fraction $w$. The count stops at $5.70$ nm, which is 42 layers. The difference from $5.82$ nm is less than one layer.

\subsection{Localised attack}

Let $z(x,y)$ be the local depth of the silicon surface after the anneal. It is taken to be single-valued, so the pits do not undercut their rims. Let it differ from zero on an area $fA$. The film still demands the volume
\begin{equation}
V=\int z\,dx\,dy=Ad .
\end{equation}
The mean depth over the attacked area is this integral divided by $fA$:
\begin{equation}
\langle z\rangle=\frac{Ad}{fA}=\frac{d}{f}.
\label{eq:mean}
\end{equation}
Since $z\le z_{\max}$ everywhere, the integral is at most $z_{\max}fA$. Hence
\begin{equation}
z_{\max}\ \ge\ \frac{d}{f},
\label{eq:max}
\end{equation}
with equality for vertical walls and flat bottoms at a common depth. For $f=0.01$,
\begin{equation}
\frac{d}{f}=\frac{5.82\ \text{nm}}{0.01}=582\ \text{nm}=0.58\ \mu\text{m}.
\end{equation}
This answers (b). The mean depth is close to $0.6\ \mu$m for any pit shape, and the deepest point is at least that deep. Layer counting with the attack confined to one percent of the area also gives $582$ nm.

For (c), the bound (\ref{eq:max}) guarantees that the junction is reached when $d/f\ge x_j$, that is, when
\begin{equation}
f\le\frac{d}{x_j}=\frac{5.82}{300}=1.94\,\% .
\end{equation}
For pits with vertical walls and flat bottoms at a common depth this is also the exact limit. For other shapes a larger $f$ does not ensure safety, because the deepest point may lie well below the mean.

\section{Comparison of the two answers}

The scaling estimate gives $5$ nm and $500$ nm, and the full balance gives $5.82$ nm and $582$ nm. Both are larger by the factor
\begin{equation}
\frac{d}{wh}=\frac{1}{1-w}\,\frac{\rho_{\rm Al}}{\rho_{\rm Si}}
=1.005\times1.158=1.164 .
\end{equation}
Nearly all of the correction comes from the density ratio. The two atoms have almost equal masses, but silicon's open diamond structure gives each atom more room, so a given mass of silicon leaves a larger hole. The factor $1/f$ needs no correction, because it follows from conservation of volume.

Scaling does not show that $f$ may be tied to the pit shape, that nearby metal may add to the reservoir, or that a narrow pit may be too slow a source. These three effects are treated next.

\section{When crystal facets choose the area}

Suppose that the silicon surface is (001) and that dissolution produces one square pit bounded by $\{111\}$ planes. The angle $\theta$ between a wall and the surface is the angle between their normals, so $\cos\theta=1/\sqrt3$ and
\begin{equation}
\tan\theta=\sqrt{\frac{1}{\cos^2\theta}-1}=\sqrt2 .
\end{equation}
For a mouth of side $b$, the walls meet below the centre, a horizontal distance $b/2$ from each edge. The greatest depth is therefore $z_{\max}=\sqrt2\,b/2$, or $b=\sqrt2\,z_{\max}$. The volume of the pyramid is
\begin{equation}
V=\frac13b^2z_{\max}=\frac23z_{\max}^3
\quad\Longrightarrow\quad
z_{\max}=\left(\frac{3V}{2}\right)^{1/3}.
\label{eq:facet}
\end{equation}
The mean depth over the mouth is $V/b^2=z_{\max}/3$. Numerical integration of the pit profile gives a ratio of greatest to mean depth of $2.997$; the grid slightly misses the apex.

The contact supplies $V=L^2d=2.328\times10^7\ \text{nm}^3$, so
\begin{equation}
z_{\max}=\left(1.5\times2.328\times10^7\right)^{1/3}\text{nm}=327\ \text{nm}.
\end{equation}
The mouth is $462$ nm wide and covers $5.3\,\%$ of the contact. This exceeds the $1.94\,\%$ found above, yet the apex still passes the junction. If the volume is shared among $N$ equal pits, each depth falls by $N^{1/3}$. Two pits would reach $326.9/2^{1/3}=259$ nm and stop short of the junction.

With facets, then, $f$ is a result and cannot be chosen freely. A one-percent spike in this contact needs steep walls, for instance a column $200$ nm wide and $582$ nm deep. A single faceted pit covers one percent only in a larger contact. If the film there is again saturated, which takes longer because silicon must spread farther sideways, the mean depth is $582$ nm, the greatest depth is $3\times582=1746$ nm, and the mouth is $\sqrt2$ times as wide as the pit is deep. Since $b=\sqrt f\,L$, the contact side must be
\begin{equation}
L=\frac{\sqrt2\times1746\ \text{nm}}{\sqrt{0.01}}\approx24\,700\ \text{nm}.
\end{equation}

\section{When a metal line enlarges the reservoir}

A contact is usually joined to a line, and silicon can diffuse along it. Consider a long line of width $L$ and thickness $h$ leaving one edge of the contact. Let $c$ be the silicon mass per volume, and hold the contact end at the saturated value $c_s$ from $t=0$. Along the line,
\begin{equation}
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad
c(0,t)=c_s,\qquad c(x,0)=0 .
\end{equation}
The problem contains no length of its own, so set $c=c_s\,g(\eta)$ with $\eta=x/(2\sqrt{Dt})$. Then $\partial c/\partial t=-c_s\,g'\eta/(2t)$ and $\partial^2c/\partial x^2=c_s\,g''/(4Dt)$, which give
\begin{equation}
g''=-2\eta g'\quad\Longrightarrow\quad g'=-Ke^{-\eta^2}.
\end{equation}
The function must fall from 1 at $\eta=0$ to 0 at infinity. Since $\int_0^\infty e^{-\eta^2}d\eta=\sqrt\pi/2$, this requires $K=2/\sqrt\pi$. The flux into the line is
\begin{equation}
-D\left.\frac{\partial c}{\partial x}\right|_{0}
=\frac{Dc_s}{2\sqrt{Dt}}\,\frac{2}{\sqrt\pi}
=c_s\sqrt{\frac{D}{\pi t}} .
\end{equation}
Integrating over time, with $\int_0^t t'^{-1/2}dt'=2\sqrt t$, gives an uptake per cross-section of $c_s\ell$, where
\begin{equation}
\ell=2\sqrt{\frac{Dt}{\pi}} .
\end{equation}
The line therefore acts like an extra saturated length $\ell$ of metal. For $Dt=1$ in any consistent units, a discretised diffusion equation gives $1.12842$, against $1.12838$ from the formula.

The contact metal holds $c_sL^2h$ and the line takes $c_s\ell Lh$, so the total demand is multiplied by $1+\ell/L$. For a rough film diffusivity $D=10^{-8}\ \text{cm}^2/\text{s}$, one has $Dt=1.8\times10^9\ \text{nm}^2$ and $\ell\approx48\,000$ nm. The factor is about 25. For slower diffusion through the crystal lattice, with $D=3\times10^{-10}\ \text{cm}^2/\text{s}$, it is about 5.

These factors are ceilings for this one-line geometry, because the contact end cannot be saturated before silicon has reached it. If the whole contact area can dissolve, silicon crosses the film in a time of order $h^2/D$, about $1$ s for film diffusion and $33$ s for lattice diffusion. The contact end is then nearly saturated for most of the anneal and the ceilings are approached, so the closed reservoir is a poor approximation for such a contact on a long line. The recession is then not even: the line draws on the silicon nearest to it, and more than half of the total comes from the quarter of the contact next to the line. A narrow pit may supply much less, because the silicon must first diffuse up through it. The next section estimates this delay for a closed reservoir. In a single faceted pit the depth grows only as the cube root of the demand. The corresponding ceilings are $955$ nm for film diffusion and $564$ nm for lattice diffusion, against $327$ nm without the line.

\section{When the pit is a slow source}

Equation (\ref{eq:mean}) diverges as $f\to0$, but a very narrow pit cannot deliver silicon quickly. Take a vertical column that dissolves at its bottom. Let the aluminium above the contact have the uniform concentration $\varphi c_s$, so that the present depth is $z=\varphi d/f$. The concentration drop along the column is $c_s(1-\varphi)$. In the quasi-steady approximation,
\begin{equation}
Ah\,c_s\frac{d\varphi}{dt}=fA\,D\,\frac{c_s(1-\varphi)}{z}.
\end{equation}
Substituting $z=\varphi d/f$ and dividing by $Ahc_s$ gives
\begin{equation}
\frac{d\varphi}{dt}=\frac{1-\varphi}{\tau\varphi},\qquad
\tau=\frac{hd}{Df^2}.
\end{equation}
Separating the variables, writing $\varphi/(1-\varphi)=1/(1-\varphi)-1$ and integrating from $\varphi=0$ gives
\begin{equation}
-\ln(1-\varphi)-\varphi=\frac{t}{\tau}.
\label{eq:load}
\end{equation}

For film diffusion $\tau=58$ s, much shorter than the anneal, and the metal saturates. For lattice diffusion $\tau=1940$ s, so $t/\tau=0.93$ and (\ref{eq:load}) gives $\varphi=0.83$. This is a high estimate, since it neglects the time silicon needs to spread from the pit mouth through the film.

A numerical diffusion calculation includes that spreading. It replaces the square of metal by a cylinder of equal area, with one central pit. The pit has its full depth of $582$ nm from the start, which makes the supply too slow and the loading a low estimate. The result is $100.0\,\%$ for film diffusion and about $55\,\%$ for lattice diffusion; the grid used gives $55.2\,\%$, and refining it raises this by about $0.2$ percentage points. With lattice diffusion alone, the one-percent spike would thus lie roughly between $0.55\times582=320$ nm and $0.83\times582=480$ nm. At this diffusivity, $1800$ s is too short for the pit to reach $582$ nm; a longer anneal would bring it closer to that value.

The limit of small $f$ also follows. When $t\ll\tau$, expanding the logarithm in (\ref{eq:load}) leaves $\varphi^2/2=t/\tau$, and therefore
\begin{equation}
z=\frac{d}{f}\sqrt{\frac{2t}{\tau}}=\sqrt{2Dt\,\frac{d}{h}} .
\end{equation}
The area fraction has cancelled. In this column model, narrowing the pit further no longer deepens it, and the divergence disappears.

\section{Real contacts, silicon-loaded films and barriers}

The dimensions and anneal represent an older type of integrated-circuit contact, with aluminium directly on silicon. The solubility and diffusivities are rough typical values, and the one-percent area fraction is a chosen number. In a real contact the attacked fraction depends on how evenly the interface was cleaned and on any oxide left there. For a small contact on a long line, the closed reservoir can fail badly: the silicon demand may rise by up to the factors of 5 to 25 found above, if the attacked area can supply it.

The anneal temperature also matters. Suppose that $Y$ varies as $e^{-E/kT}$ between two rough solubilities, $0.50$ wt\% at $723$ K and $1.65$ wt\% at $850$ K. Then $E=0.50$ eV, and an anneal $25$ K hotter raises $Y$ by a factor of $1.31$. At fixed $f$, and if the film saturates at both temperatures, the spike deepens in proportion, from $582$ to $762$ nm.

One remedy is to deposit aluminium that already contains silicon. If its initial mass ratio is $Y_0$, the film can take up only $(Y-Y_0)m_{\rm Al}$, and (\ref{eq:d}) becomes
\begin{equation}
d=(Y-Y_0)\frac{\rho_{\rm Al}}{\rho_{\rm Si}}h ,\qquad Y_0\le Y .
\end{equation}
A film loaded to saturation at $723$ K removes no silicon at that temperature. At $748$ K it can again dissolve the difference, which at $f=0.01$ gives a mean pit depth of $762-582=180$ nm. The silicon content must therefore suit the hottest later step. The balance concerns net removal at the anneal temperature. On cooling the solubility falls and the excess silicon precipitates, partly on the contact itself, which limits how much silicon can usefully be added.

A diffusion barrier between the metals and the silicon acts differently. An intact barrier that silicon cannot cross sets $d=0$. A barrier with openings over a fraction $f$ of its area leaves the film's appetite for silicon unchanged and confines the attack to the openings. If the reservoir is closed, the anneal is long enough to saturate the film, and the pits do not spread beneath the barrier, their mean depth is again $d/f$. Saturation becomes hard to reach for small $f$, since $\tau\propto1/f^2$: at $f=10^{-3}$ it is already $5800$ s for film diffusion. In the column model the depth after $1800$ s cannot exceed $\sqrt{2Dt\,d/h}$, about $4600$ nm for film diffusion and $790$ nm for lattice diffusion. Under those conditions a barrier with a few holes can give deeper pits than an evenly dissolving contact with no barrier. The values used here are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Al film thickness: 1000 nm
Si weight fraction at saturation: 0.50 %
attacked area fraction: 1.0 %
contact side: 2000 nm
junction depth: 300 nm
anneal: 1800 s at 723 K
molar masses Al, Si: 26.98, 28.09 g/mol
cell edges Al, Si: 0.4050, 0.5431 nm
densities Al, Si: 2.698, 2.329 g/cm3
mass ratio w/(1-w): 0.005025
density ratio Al/Si: 1.1581
uniform recession d: 5.82 nm
same, by counting layers: 5.70 nm
mean spike depth d/f: 582 nm
same, in micrometres: 0.58 um
same, by counting layers: 582 nm
Si layer spacing: 0.1358 nm
critical area fraction d/xj: 1.94 %
removed Si volume: 2.328e+07 nm3
One {111}-walled pit, closed reservoir:
  depth: 327 nm
  mouth side: 462 nm
  area fraction: 5.3 %
  max/mean depth, integrated: 2.997
  contact side for chosen fraction: 24690 nm
  pit depth in that contact: 1746 nm
line uptake at D*t=1, numerical: 1.12842
line uptake at D*t=1, formula: 1.12838
film diffusion, D: 1.0e-08 cm2/s
  cap loading through pit: 100.0 %
  effective line length: 47873 nm
  Si demand factor with line: 24.9
  faceted pit depth with line: 955 nm
lattice diffusion, D: 3.0e-10 cm2/s
  cap loading through pit: 55.2 %
  effective line length: 8292 nm
  Si demand factor with line: 5.1
  faceted pit depth with line: 564 nm
rough solubility at 850 K: 1.65 wt%
heat of solution from two points: 0.50 eV
depth factor for +25 K: 1.31
spike depth for +25 K: 762 nm
\end{verbatim}
